# Collisional activation with ten oscillators: the Hinshelwood enhancement

## Problem

A precursor molecule in a dilute gas decomposes after collisions have given it at least a threshold energy $E_0$ of vibration. The threshold is 30 thermal energies, $x=E_0/(kT)=30$. The vibrations are represented by $s=10$ effective classical harmonic oscillators, which exchange energy freely between collisions. Collisions are strong: each one redraws the vibrational energy from the thermal distribution, whatever it was before.

1. By what factor does Hinshelwood's expression, the leading one for a high threshold, raise the activation rate above that of a molecule with one oscillator? The collision frequency, temperature and threshold are held fixed.
2. How far is this expression from the full classical result at $x=30$?
3. Does the decomposition rate rise by the same factor?

## A tempting solution

One classical oscillator holds at least $E_0$ with probability $e^{-x}$. Ten oscillators offer ten places where that energy may be found. The probability that at least one of them holds it is

$$1-(1-e^{-x})^{10}\approx 10\,e^{-x},$$

because $e^{-x}$ is tiny. The activation rate therefore rises by a factor of 10.

## Where it fails

The probability $10\,e^{-x}$ is correct, but it answers another question. It demands that a single oscillator hold the whole threshold energy at the moment of the collision. The problem asks for a total of at least $E_0$, however it is divided. A molecule with 15 thermal energies in each of two oscillators is activated, since the energy can later gather in the breaking bond.

Two oscillators already show the size of the omission. Let their energies in units of $kT$ be $y_1$ and $y_2$, each with probability density $e^{-y}$ (derived below). Either $y_1\ge x$, and $y_2$ is free, or $y_1<x$, and $y_2$ must supply at least $x-y_1$:

$$e^{-x}+\int_0^x e^{-y_1}\,e^{-(x-y_1)}\,dy_1=e^{-x}+x\,e^{-x}=(1+x)\,e^{-x}.$$

The integrand does not depend on $y_1$, so every division of the threshold energy has the same weight. At $x=30$ the factor is 31, where the count of places gives 2. With ten oscillators there are far more divisions.

## Right solution

### Energy of one oscillator

An oscillator of mass $m$ and angular frequency $\nu$ has energy $p^2/(2m)+m\nu^2q^2/2$. Define scaled variables by $a^2=p^2/(2mkT)$ and $b^2=m\nu^2q^2/(2kT)$. Then $y=E/(kT)=a^2+b^2$, and the Boltzmann weight is $e^{-y}$. In polar coordinates of the $(a,b)$ plane, with $r^2=y$,

$$da\,db=r\,dr\,d\theta=\tfrac12\,dy\,d\theta .$$

Equal intervals of energy thus have equal phase-space area. The normalized density is $P_1(y)=e^{-y}$, and the fraction above threshold is $\int_x^\infty e^{-y}dy=e^{-x}$.

### Energy of $s$ oscillators

The claim is

$$P_s(y)=\frac{y^{s-1}e^{-y}}{(s-1)!}.$$

It holds for $s=1$. If it holds for $s$, one more independent oscillator gives

$$P_{s+1}(y)=\int_0^y \frac{t^{s-1}e^{-t}}{(s-1)!}\,e^{-(y-t)}\,dt
=\frac{e^{-y}}{(s-1)!}\int_0^y t^{s-1}dt=\frac{y^{s}e^{-y}}{s!},$$

because $(s-1)!\,s=s!$. This is the same form with $s$ replaced by $s+1$, so the claim holds for every $s\ge1$.

### Fraction above threshold

Let $G_s=\int_x^\infty P_s(y)\,dy$. For $s>1$, integrate by parts, differentiating the power and integrating $e^{-y}$ to $-e^{-y}$:

$$G_s=\left[-\frac{y^{s-1}e^{-y}}{(s-1)!}\right]_x^\infty+\int_x^\infty\frac{y^{s-2}e^{-y}}{(s-2)!}\,dy
=\frac{x^{s-1}e^{-x}}{(s-1)!}+G_{s-1}.$$

Repeating this down to $G_1=e^{-x}$ gives

$$G_s=e^{-x}F,\qquad F=\sum_{j=0}^{s-1}\frac{x^j}{j!}.$$

### Activation rate

Let $\omega$ be the collision frequency of one molecule. A strong collision leaves the molecule above threshold with probability $G_s$, so the activation rate per molecule is $\omega G_s$. This agrees with detailed balance. At equilibrium the upward flux $(1-G_s)\,\omega G_s$ equals the downward flux $G_s\,\omega(1-G_s)$.

For one oscillator the rate is $\omega e^{-x}$. The full classical enhancement is therefore $F$. Hinshelwood's expression keeps the last term of the sum, which dominates when $x\gg s-1$:

$$H=\frac{x^{s-1}}{(s-1)!}.$$

### The numbers

$$H=\frac{30^9}{9!}=\frac{1.9683\times10^{13}}{362\,880}=5.424\times10^7 .$$

The answer to the first question is about 54 million.

For the second, divide the sum by its last term. Each step downwards from $j$ to $j-1$ multiplies a term by $j/x$, so

$$\frac FH=1+\frac{9}{30}+\frac{9\cdot8}{30^2}+\frac{9\cdot8\cdot7}{30^3}+\dots
=1+0.3+0.08+0.0187+\dots=1.403 .$$

The full classical enhancement is $F=7.61\times10^7$, about 76 million. Hinshelwood's expression is low by 29 percent of the full value.

## Reading the result

The product $He^{-x}$ equals $P_s(x)$, the density at threshold, times an interval of one thermal energy. The full fraction is larger because the density above threshold falls more slowly than $e^{-y}$. With $z=y-x$,

$$\frac FH=\int_0^\infty\left(1+\frac zx\right)^{s-1}e^{-z}\,dz .$$

Since $1+z/x\le e^{z/x}$, this integral is less than

$$\int_0^\infty e^{-[1-(s-1)/x]z}\,dz=\frac{1}{1-(s-1)/x}$$

for $s>1$ and $x>s-1$. Here the upper bound is 1.429. As $x$ grows at fixed $s$, the bound tends to 1 and $H$ becomes accurate. The approach is slow: the first correction is $9/x$, so an error below 1 percent of $H$ needs $x$ above 900. In the opposite limit, $x\to0$, every molecule is above threshold and $G_s\to1$, while $He^{-x}\to0$ for $s>1$. The leading expression is then useless.

The result also depends strongly on $s$. Going from 10 to 11 oscillators multiplies $H$ by $x/10=3$ and gives $1.63\times10^8$. Going from 10 to 9 multiplies it by $9/x=0.3$ and gives $1.63\times10^7$. An effective oscillator number uncertain by one thus leaves $H$ uncertain by a factor of about three.

## From activation to decomposition

The third question needs the rate at which an activated molecule decomposes. In the classical Rice-Ramsperger-Kassel (RRK) model, the bond breaks when one particular oscillator holds at least $E_0$, and the free flow of energy offers such chances at a rate $A$.

At fixed total energy $y$, all divisions among the $s$ oscillators are equally likely, because the product of the weights $e^{-y_i}$ depends on the total alone. The divisions form a region of dimension $s-1$. Reserving $x$ for the chosen oscillator leaves $y-x$ to divide freely, which is the same region with every length reduced by $(y-x)/y$. Hence

$$k(y)=A\left(1-\frac xy\right)^{s-1},\qquad y\ge x .$$

Let $n(y)$ be the steady population density above threshold, per molecule. Collisions supply $\omega P_s(y)$, and collisions and decomposition remove $(\omega+k)n$. Balance gives $n=\omega P_s/(\omega+k)$, and the decomposition rate is

$$R=\int_x^\infty k\,n\,dy=\int_x^\infty P_s(y)\,\frac{\omega\,k(y)}{\omega+k(y)}\,dy .$$

**High pressure.** When $\omega$ is large, the fraction in the integrand tends to $k$. The factor $y^{s-1}$ in $P_s$ cancels the denominator of $k$, and with $z=y-x$

$$R\to\frac{A}{(s-1)!}\int_x^\infty (y-x)^{s-1}e^{-y}dy=\frac{A\,e^{-x}}{(s-1)!}\int_0^\infty z^{s-1}e^{-z}dz=A\,e^{-x}.$$

This limit does not depend on $s$, so the enhancement disappears once both molecules are at their high-pressure limits. For one oscillator, where $k=A$, that requires $\omega\gg A$. More oscillators make activated molecules more numerous, but they also make it rarer for the energy to gather in the right one. At thermal equilibrium the two effects cancel.

**Low pressure.** When $\omega\to0$, the fraction tends to $\omega$ for every $y>x$, and $R\to\omega e^{-x}F$. Every activated molecule then decomposes, and the decomposition rate carries the full enhancement.

This limit is approached slowly because $k$ vanishes at threshold. The relative shortfall of $R$ is the average of $\omega/(\omega+k)$ over activated molecules. For small $\omega$ it comes from small $z$, where $k\approx A(z/x)^{s-1}$ and the density of activated molecules is $P_s(x)/G_s=H/F$. For $s>2$, substituting $z=x(\omega/A)^{1/(s-1)}u$ gives

$$\text{shortfall}\approx\frac HF\,x\left(\frac{\omega}{A}\right)^{1/(s-1)}\int_0^\infty\frac{du}{1+u^{s-1}} .$$

For $s=10$ the last integral is close to 1. It exceeds $\int_0^1(1-u^9)du=0.9$, and it is less than $1+\int_1^\infty u^{-9}du=1.125$. The shortfall therefore falls as the ninth root of the pressure.

## Worked example: trimethylantimony in nitrogen

Take trimethylantimony, a vapour-phase source of antimony, dilute in nitrogen at 900 K and 1 Torr. The thermal energy is 0.0776 eV, so $x=30$ means $E_0=2.33$ eV, in the rough range of an antimony-carbon bond energy. The collision diameter $d=0.55$ nm and $A=10^{15}\ \mathrm{s^{-1}}$ are rough typical values. The ten oscillators are kept from the problem and are not fitted to this molecule, so the rates below illustrate the model.

The relative speed $v$ of the two molecules has a Maxwell distribution with their reduced mass $\mu$. With $c=\mu/(2kT)$ its mean is

$$\bar v=4\pi\left(\frac c\pi\right)^{3/2}\int_0^\infty v^3e^{-cv^2}dv=4\pi\left(\frac c\pi\right)^{3/2}\frac{1}{2c^2}=\frac{2}{\sqrt{\pi c}}=\sqrt{\frac{8kT}{\pi\mu}} .$$

The molar masses 166.87 and 28.01 g/mol give $\bar v=891$ m/s. The ideal-gas density of the carrier, $p/(kT)$, is $1.073\times10^{22}\ \mathrm{m^{-3}}$. In unit time a molecule sweeps the volume $\pi d^2\bar v$, so

$$\omega=\pi(0.55\times10^{-9}\,\mathrm m)^2(891\,\mathrm{m/s})(1.073\times10^{22}\,\mathrm{m^{-3}})=9.09\times10^6\ \mathrm{s^{-1}} .$$

With $e^{-30}=9.358\times10^{-14}$, the activation rates per molecule are:

- one oscillator: $\omega e^{-30}=8.50\times10^{-7}\ \mathrm{s^{-1}}$;
- ten oscillators, Hinshelwood's expression: $\omega e^{-30}H=46\ \mathrm{s^{-1}}$;
- ten oscillators, full classical sum: $\omega e^{-30}F=65\ \mathrm{s^{-1}}$.

The decomposition rate is much smaller. Numerical integration of $R$ gives $3.1\ \mathrm{s^{-1}}$, so 4.7 percent of the activated molecules decompose before a collision deactivates them. One thermal energy above threshold,

$$k=10^{15}\left(\frac{1}{31}\right)^9\mathrm{s^{-1}}\approx 38\ \mathrm{s^{-1}},$$

against nine million collisions per second. Half of the activated molecules would decompose at $2.9\times10^{-6}$ Torr, found by solving for the pressure numerically.

Nor is 1 Torr in the high-pressure limit, where the rate would be $Ae^{-30}=94\ \mathrm{s^{-1}}$. That limit draws on molecules far above threshold, since its integrand $z^9e^{-z}$ peaks at $z=9$ and has mean $z=10$. At $z=10$ the rate $k=10^{15}(10/40)^9\ \mathrm{s^{-1}}$ is about $4\times10^9\ \mathrm{s^{-1}}$, well above $\omega$. Such molecules decompose faster than collisions replace them.

The third question now has its answer. With one oscillator $k=A$ above threshold, and since $\omega\ll A$ the decomposition rate is $\omega e^{-x}$. At 1 Torr the ten-oscillator model exceeds this by $3.06/(8.50\times10^{-7})$, about 3.6 million. The factor is 76 million in the low-pressure limit and falls steadily with pressure, to about $9\times10^4$ at 760 Torr and about $10^4$ at $10^4$ Torr, where the ten-oscillator rate has reached 90 percent of $Ae^{-x}$. It tends to 1 only formally, when $\omega\gg A$. With these values $\omega=A$ needs about $10^8$ Torr, far outside the dilute-gas model.

## What the classical model leaves out

**Quantized vibrations.** Replace the ten classical oscillators by ten equal quantum ones, with the threshold 40 quanta above the ground state. One quantum is then $0.75\,kT$, or 469 cm$^{-1}$. With $q=e^{-0.75}$, each oscillator holds $n$ quanta with probability $(1-q)q^n$. There are $\binom{n+9}{9}$ ways to place $n$ quanta in ten oscillators, so the fraction above threshold is

$$(1-q)^{10}\sum_{n=40}^{\infty}\binom{n+9}{9}q^n .$$

For one quantum oscillator the fraction is $q^{40}=e^{-30}$, as in the classical case. The sum gives an enhancement of 8.0 million, 11 percent of the full classical value. This share depends strongly on the size of the quantum: it is 1.5 percent for a threshold of 20 quanta and 31 percent for 80. The direction is reasonable: above its ground state each mode holds on average $0.75/(e^{0.75}-1)=0.67$ thermal energies, where a classical one holds 1.

**Weak collisions.** A real collision usually moves only part of the vibrational energy. To size this, divide the energy into narrow cells. Let the probability of a downward step fall exponentially with its size, with a range of $0.5\,kT$ or 0.039 eV, a rough choice. Detailed balance fixes the upward steps, and the total rate is set to one step per collision at threshold. Removing every molecule that crosses the threshold, and solving the linear equations for the mean crossing time, gives a low-pressure activation rate about 0.07 times the strong-collision value. The figure is sensitive to the assumed range: it is about 0.02 for $0.25\,kT$ and 0.17 for $1\,kT$. The same weak collisions lower the one-oscillator rate to about 0.11 of its strong-collision value, so the enhancement over one oscillator falls only by a factor of about 1.6.

**The real case.** Trimethylantimony has 13 atoms and hence $3\cdot13-6=33$ vibrations; the ten oscillators are an illustrative choice, neither a count nor a fit. Many of the 33 vibrations are soft enough to hold appreciable energy at 900 K, so the molecule's true fraction above threshold can be far larger than the ten-oscillator value, and at 1 Torr its rate can lie much nearer the high-pressure limit. The rates and pressures in the worked example are therefore not predictions for this molecule. The temperature and pressure are likewise illustrative settings, not those of a particular reactor. At higher pressure a still smaller share of the activated molecules decomposes, and the enhancement of the rate shrinks further. Within the ten-oscillator model at the settings above, the strong-collision assumption raises the low-pressure activation rate by a factor of about 15, and the classical assumption raises it by a factor of about 9. The two estimates were made separately and need not multiply. Rotation, anharmonicity and reactions on hot surfaces are not included. The 54 million is therefore a property of the stated classical model, not a predicted ratio of measured rates.

Numbers in the example were calculated in double precision.
